# Locating the N–H Stretch Overtone and Its Loss in Nitride Waveguides: a numerical check

```python
# Result under test: a Morse bond with fundamental nu01 and anharmonicity W
# has its first overtone at nu02 = 2*nu01 - 2*W, independent of reduced mass.
# Its absorption in a guided mode is Gamma * 4 pi^2 rho omega mu02^2 g/(3 n c).
# Symbols: rho bond density, mu02 transition dipole, g normalized line shape,
# n core index, c speed of light, Gamma modal confinement factor.
# Oscillator quantities are in Hartree atomic units; spectra are in cm^-1.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import digamma

hartree_cm = sc.physical_constants['hartree-inverse meter relationship'][0] / 100
bohr_m = sc.physical_constants['Bohr radius'][0]
light_speed = 1 / sc.fine_structure
mass_unit = sc.physical_constants['atomic mass constant'][0] / sc.m_e

# Model inputs and isotopic atomic masses
nu01, W, width = 3350.0, 75.0, 150.0
mass_N, mass_H = 14.003074, 1.007825
density_cm3, charge = 1e21, 0.2
n_core, n_clad, thickness = 2.0, 1.45, 400.0
mass = mass_N * mass_H / (mass_N + mass_H) * mass_unit

# Derived Morse quantities
omega_e = nu01 + 2 * W
nu02 = 2 * nu01 - 2 * W
depth_cm = omega_e**2 / (4 * W)
a = np.sqrt(2 * mass * W / hartree_cm)
lam = omega_e / (2 * W)
N = lam - 0.5
x01_sq = 2 * (N - 1) / (a**2 * (2 * N - 1)**2)
x02_sq = (N - 2) / (a**2 * (2 * N - 1) * (2 * N - 2)**2)
curv_bracket = digamma(2 * N - 2) + 1 - np.log(2 * lam)


def grid_states(reduced_mass):
    """Diagonalize the Morse Hamiltonian on a uniform sinc grid."""
    range_par = np.sqrt(2 * reduced_mass * W / hartree_cm)
    x = np.linspace(-1.1, 4.0, 320) / range_par
    step = x[1] - x[0]
    index = np.arange(len(x))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3,
                       2.0 * (1 - 2 * (np.abs(diff) % 2)) / safe**2)
    kinetic = kinetic / (2 * reduced_mass * step**2)
    potential = depth_cm / hartree_cm * (1 - np.exp(-range_par * x))**2
    energy, vectors = eigh(kinetic + np.diag(potential),
                           subset_by_index=[0, 3])
    return x, energy * hartree_cm, vectors


x, levels, vec = grid_states(mass)
assert abs(levels[1] - levels[0] - nu01) < 1e-3
assert abs(levels[2] - levels[0] - nu02) < 1e-3
_, heavy_levels, _ = grid_states(2 * mass)
assert abs(heavy_levels[2] - heavy_levels[0] - nu02) < 1e-3
x01_grid = vec[:, 0] @ (x * vec[:, 1])
x02_grid = vec[:, 0] @ (x * vec[:, 2])
assert abs(x01_grid**2 / x01_sq - 1) < 1e-5
assert abs(x02_grid**2 / x02_sq - 1) < 1e-5


def curvature_factor(k):
    return (1 - k * curv_bracket / (charge * a))**2


for k in (-0.1, 0.1):
    dipole = charge * x + 0.5 * k * x**2
    amplitude = vec[:, 0] @ (dipole * vec[:, 2])
    grid_factor = (amplitude / (charge * x02_grid))**2
    assert abs(grid_factor / curvature_factor(k) - 1) < 1e-5


def lorentz(nu):
    half = width / 2
    return half / np.pi / ((nu - nu02)**2 + half**2)


def gauss(nu):
    sigma = width / (2 * np.sqrt(2 * np.log(2)))
    return np.exp(-(nu - nu02)**2 / (2 * sigma**2)) / (
        sigma * np.sqrt(2 * np.pi))


gauss_area = quad(gauss, nu02 - 8 * width, nu02 + 8 * width,
                  points=[nu02])[0]
assert abs(gauss_area - 1) < 1e-8
c_low, c_high = 1e7 / 1565, 1e7 / 1530
c_share = (np.arctan(2 * (c_high - nu02) / width)
           - np.arctan(2 * (c_low - nu02) / width)) / np.pi
assert abs(quad(lorentz, c_low, c_high)[0] - c_share) < 1e-9
c_share_gauss = quad(gauss, c_low, c_high)[0]

density = density_cm3 * 1e6 * bohr_m**3
mu02_sq = charge**2 * x02_sq


def bulk_absorption(nu, shape=lorentz):
    """Power attenuation coefficient in inverse bohr."""
    omega = nu / hartree_cm
    line = shape(nu) * hartree_cm
    return (4 * np.pi**2 * density * omega * mu02_sq * line
            / (3 * n_core * light_speed))


# Independent absorption from the complex index of a damped oscillator
for wavelength in (1e7 / nu02, 1530.0, 1550.0, 1565.0):
    nu = 1e7 / wavelength
    omega, omega0 = nu / hartree_cm, nu02 / hartree_cm
    damping = width / hartree_cm
    polarizability = (2 * omega0 * mu02_sq / 3) / (
        omega0**2 - omega**2 - 1j * damping * omega)
    index_complex = np.sqrt(n_core**2 + 4 * np.pi * density * polarizability)
    response_loss = 2 * omega / light_speed * index_complex.imag
    # One percent allows for the near-resonant Lorentzian approximation.
    assert abs(response_loss / bulk_absorption(nu) - 1) < 0.01


def slab_mode(wavelength):
    """Return effective index, core fraction and Gamma for even TE0."""
    k0, half = 2 * np.pi / wavelength, thickness / 2
    v = k0 * half * np.sqrt(n_core**2 - n_clad**2)
    assert v < np.pi / 2
    u = brentq(lambda y: y * np.tan(y) - np.sqrt(v**2 - y**2),
               1e-8, v * (1 - 1e-12))
    kappa, decay = u / half, np.sqrt(v**2 - u**2) / half
    n_eff = np.sqrt(n_core**2 - (kappa / k0)**2)
    inside = half / 2 + np.sin(2 * u) / (4 * kappa)
    outside = np.cos(u)**2 / (2 * decay)
    fraction = inside / (inside + outside)
    return n_eff, fraction, n_core / n_eff * fraction


n_eff, core_fraction, gamma = slab_mode(1550.0)
mp.mp.dps = 30
k0_half = mp.mpf(2 * np.pi / 1550.0 * thickness / 2)
core_imag = bulk_absorption(1e7 / 1550) / bohr_m * 1e-9 / (
    2 * 2 * np.pi / 1550.0)
lossy_core = mp.mpc(n_core, core_imag)


def complex_slab_equation(index):
    transverse = k0_half * mp.sqrt(lossy_core**2 - index**2)
    return transverse * mp.tan(transverse) - k0_half * mp.sqrt(
        index**2 - n_clad**2)


root = mp.findroot(complex_slab_equation,
                   (mp.mpc(n_eff, core_imag),
                    mp.mpc(n_eff + 1e-5, 2 * core_imag)))
assert abs(float(mp.im(root)) / core_imag / gamma - 1) < 1e-4

to_db_m = 10 * np.log10(np.e) / bohr_m


def mode_loss(wavelength, shape=lorentz):
    return (slab_mode(wavelength)[2]
            * bulk_absorption(1e7 / wavelength, shape) * to_db_m)


loss_1550 = mode_loss(1550.0)
density_limit = density_cm3 / loss_1550
center_nm = 1e7 / nu02
shifted_nm = 1e7 / (2 * nu01 - 2 * (W + 10))
o_edge = 1e7 / 1360

print(f'Input fundamental: {nu01:.0f} cm^-1')
print(f'Input anharmonicity W: {W:.0f} cm^-1')
print(f'Harmonic wavenumber: {omega_e:.0f} cm^-1')
print(f'First overtone: {nu02:.0f} cm^-1')
print(f'First overtone vacuum wavelength: {center_nm:.2f} nm')
print(f'Twice fundamental: {2 * nu01:.0f} cm^-1')
print(f'Wavelength from twice fundamental: {1e7 / (2 * nu01):.2f} nm')
wrong_nu = 2 * nu01 - 6 * W
print(f'Overtone if nu01 is mistaken for omega_e: {wrong_nu:.0f} cm^-1')
print(f'Wavelength from that mistake: {1e7 / wrong_nu:.2f} nm')
print(f'Shift for W increased by 10 cm^-1: {shifted_nm - center_nm:.2f} nm')
print(f'Grid first overtone: {levels[2] - levels[0]:.4f} cm^-1')
print(f'Grid overtone, doubled mass: '
      f'{heavy_levels[2] - heavy_levels[0]:.4f} cm^-1')
print(f'Input N mass: {mass_N:.6f} u')
print(f'Input H mass: {mass_H:.6f} u')
print(f'Reduced mass: {mass:.3f} electron masses')
print(f'Morse depth D: {depth_cm / hartree_cm:.6f} hartree')
print(f'Morse range a: {a:.6f} bohr^-1')
print(f'Morse lambda: {lam:.6f} (dimensionless)')
print(f'Morse N: {N:.6f} (dimensionless)')
print(f'x01 squared: {x01_sq:.6e} bohr^2')
print(f'x02 squared: {x02_sq:.6e} bohr^2')
print(f'x02^2/x01^2: {x02_sq / x01_sq:.6f} (dimensionless)')
strength = nu02 * x02_sq / (nu01 * x01_sq)
print(f'Integrated overtone/fundamental absorption: {strength:.5f}')
print(f'Input effective charge: {charge:.2f} e')
print(f'Dipole-curvature bracket: {curv_bracket:.6f} (dimensionless)')
print(f'Cancelling curvature k: {charge * a / curv_bracket:.4f} e/bohr')
print(f'Strength factor at k=+0.1 e/bohr: {curvature_factor(0.1):.4f}')
print(f'Strength factor at k=-0.1 e/bohr: {curvature_factor(-0.1):.4f}')
print(f'Input full width at half maximum: {width:.0f} cm^-1')
print(f'C-band long-wavelength edge: {c_low:.2f} cm^-1')
print(f'C-band short-wavelength edge: {c_high:.2f} cm^-1')
print(f'Lorentzian area in C band: {100 * c_share:.2f} percent')
print(f'Gaussian area in C band: {100 * c_share_gauss:.2f} percent')
print(f'O-band nearest edge: {o_edge:.2f} cm^-1')
print(f'O-edge detuning: {o_edge - nu02:.2f} cm^-1')
print(f'O-edge detuning: {2 * (o_edge - nu02) / width:.2f} half-widths')
print(f'Input N-H density: {density_cm3:.2e} cm^-3')
print(f'N-H density: {density:.6e} bohr^-3')
print(f'Transition dipole squared: {mu02_sq:.6e} e^2 bohr^2')
print(f'Bulk absorption at line centre: '
      f'{bulk_absorption(nu02) * to_db_m:.2f} dB/m')
print(f'Bulk absorption at 1550 nm: '
      f'{bulk_absorption(1e7 / 1550) * to_db_m:.2f} dB/m')
print(f'Input core and cladding indices: {n_core:.2f}, {n_clad:.2f}')
print(f'Input core thickness: {thickness:.0f} nm')
print(f'Effective index at 1550 nm: {n_eff:.6f} (dimensionless)')
print(f'Core field fraction at 1550 nm: {core_fraction:.6f}')
print(f'Confinement Gamma at 1550 nm: {gamma:.6f}')
print(f'Gamma from complex slab root: '
      f'{float(mp.im(root)) / core_imag:.6f}')
print(f'Mode loss at line centre: {mode_loss(center_nm):.2f} dB/m')
print(f'Mode loss at 1530 nm: {mode_loss(1530.0):.2f} dB/m')
print(f'Mode loss at 1550 nm: {loss_1550:.2f} dB/m')
print(f'Mode loss at 1565 nm: {mode_loss(1565.0):.2f} dB/m')
print(f'Gaussian mode loss at 1550 nm: '
      f'{mode_loss(1550.0, gauss):.2f} dB/m')
print(f'N-H density for 1 dB/m at 1550 nm: {density_limit:.3e} cm^-3')
print('tests ok')
```

Printed output:

```
Input fundamental: 3350 cm^-1
Input anharmonicity W: 75 cm^-1
Harmonic wavenumber: 3500 cm^-1
First overtone: 6550 cm^-1
First overtone vacuum wavelength: 1526.72 nm
Twice fundamental: 6700 cm^-1
Wavelength from twice fundamental: 1492.54 nm
Overtone if nu01 is mistaken for omega_e: 6250 cm^-1
Wavelength from that mistake: 1600.00 nm
Shift for W increased by 10 cm^-1: 4.68 nm
Grid first overtone: 6550.0000 cm^-1
Grid overtone, doubled mass: 6550.0000 cm^-1
Input N mass: 14.003074 u
Input H mass: 1.007825 u
Reduced mass: 1713.807 electron masses
Morse depth D: 0.186050 hartree
Morse range a: 1.082267 bohr^-1
Morse lambda: 23.333333 (dimensionless)
Morse N: 22.833333 (dimensionless)
x01 squared: 1.868590e-02 bohr^2
x02 squared: 2.088364e-04 bohr^2
x02^2/x01^2: 0.011176 (dimensionless)
Integrated overtone/fundamental absorption: 0.02185
Input effective charge: 0.20 e
Dipole-curvature bracket: 0.922061 (dimensionless)
Cancelling curvature k: 0.2347 e/bohr
Strength factor at k=+0.1 e/bohr: 0.3295
Strength factor at k=-0.1 e/bohr: 2.0334
Input full width at half maximum: 150 cm^-1
C-band long-wavelength edge: 6389.78 cm^-1
C-band short-wavelength edge: 6535.95 cm^-1
Lorentzian area in C band: 30.17 percent
Gaussian area in C band: 40.68 percent
O-band nearest edge: 7352.94 cm^-1
O-edge detuning: 802.94 cm^-1
O-edge detuning: 10.71 half-widths
Input N-H density: 1.00e+21 cm^-3
N-H density: 1.481847e-04 bohr^-3
Transition dipole squared: 8.353458e-06 e^2 bohr^2
Bulk absorption at line centre: 135.60 dB/m
Bulk absorption at 1550 nm: 49.09 dB/m
Input core and cladding indices: 2.00, 1.45
Input core thickness: 400 nm
Effective index at 1550 nm: 1.748083 (dimensionless)
Core field fraction at 1550 nm: 0.722252
Confinement Gamma at 1550 nm: 0.826336
Gamma from complex slab root: 0.826336
Mode loss at line centre: 112.80 dB/m
Mode loss at 1530 nm: 108.64 dB/m
Mode loss at 1550 nm: 40.56 dB/m
Mode loss at 1565 nm: 19.56 dB/m
Gaussian mode loss at 1550 nm: 49.41 dB/m
N-H density for 1 dB/m at 1550 nm: 2.465e+19 cm^-3
tests ok
```
